# Current-Driven Domain-Wall Motion: Drift, Breakdown and the Intrinsic Threshold, part 1

(Sections cited here and not found follow in the second part.)

## From spin flux to wall motion

**Q:** A current pushes electrons through a magnetic wire, and I am told that it moves a domain wall. Electrons are light and the wall is not a particle. What is handed over?

**A:** Angular momentum. Let the wire run along $x$, with magnetization $M_s\mathbf m(x,t)$ and $|\mathbf m|=1$. I count the current density $J$ as positive along the electron drift, opposite to the conventional current, so the particle flux is $J/e$ with $e>0$. A fraction $P$ of this flux is polarized, with magnetic moments along $\mathbf m$. Each such electron carries a moment $g\mu_B/2$, and the flux of magnetic moment along $x$ is

$$\frac{g\mu_B}{2}\,\frac{PJ}{e}\,\mathbf m = M_s u\,\mathbf m,\qquad u=\frac{g\mu_B P J}{2eM_s}.$$

The quantity $u$ is a velocity. Suppose that the electron moments follow $\mathbf m$ as they drift, and that $J$ and $P$ are uniform. A slice of wire where $\mathbf m$ turns receives one moment flux and emits another. The difference stays in the slice:

$$M_s\,\dot{\mathbf m}\big|_{\rm current}=-\partial_x(M_s u\,\mathbf m)=-M_s u\,\mathbf m'.$$

The prime means $\partial_x$. Because $|\mathbf m|=1$, we have $\mathbf m\cdot\mathbf m'=0$, so this term rotates $\mathbf m$ without changing its length. I have used the same $g$ for the drifting and the local moments, so that a balance of moment is also a balance of angular momentum.

**Q:** Electrons will not follow perfectly. Where does that enter?

**A:** A correction linear in $u$ and in the first gradient must also be perpendicular to $\mathbf m$. If the electron response has no preferred direction in spin space apart from $\mathbf m$, two vectors are available: $\mathbf m'$ and $\mathbf m\times\mathbf m'$. The first rescales $u$. The second is new, and its dimensionless coefficient is called $\beta$, the nonadiabatic parameter. I take it as a given local constant. With damping $\alpha>0$ and $\gamma=g\mu_B/\hbar$, the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-u\,\mathbf m'+\beta u\,\mathbf m\times\mathbf m'.$$

**Q:** And the field $\mathbf B$?

**A:** It follows from the energy. Take spin axes 1, 2, 3, where 3 is the easy axis, 1 the transverse direction that the wall prefers and 2 the other transverse direction. Let $\theta$ be the angle from axis 3 and $\phi$ the azimuth from axis 1. The energy density is

$$\varepsilon=A|\mathbf m'|^2+K\sin^2\theta+K_\perp\sin^2\theta\sin^2\phi .$$

Here $A$ is the exchange stiffness, and $K$ and $K_\perp$ are positive. In components, $\sin^2\theta=1-m_3^2$ and $\sin\theta\sin\phi=m_2$. The field is minus the variational derivative of the energy divided by $M_s$:

$$M_s\mathbf B=2A\,\mathbf m''+2Km_3\,\hat{\mathbf e}_3-2K_\perp m_2\,\hat{\mathbf e}_2 .$$

The constant $K_\perp$ stands for the magnetostatic cost of turning the wall's interior. Treating that cost as local is an assumption of the model. For now there is no applied field, no pinning and no temperature.

**Q:** Before you choose a wall shape, can anything be said about its speed?

**A:** Yes, if the wall moves rigidly. Let $\mathbf m=\mathbf m(x-vt)$, so $\dot{\mathbf m}=-v\mathbf m'$. Take the scalar product of the equation of motion with $\mathbf m\times\mathbf m'$. The left side and the $-u\mathbf m'$ term vanish, since $\mathbf m'$ is perpendicular to $\mathbf m\times\mathbf m'$. For the other terms use

$$(\mathbf m\times\mathbf a)\cdot(\mathbf m\times\mathbf m')=\mathbf a\cdot\mathbf m'-(\mathbf m\cdot\mathbf m')(\mathbf a\cdot\mathbf m)=\mathbf a\cdot\mathbf m'.$$

With $\mathbf a=\mathbf B$, $\dot{\mathbf m}$ and $\mathbf m'$ in turn, this gives

$$0=-\gamma\,\mathbf B\cdot\mathbf m'+(\beta u-\alpha v)|\mathbf m'|^2 .$$

The field term is a total derivative:

$$M_s\mathbf B\cdot\mathbf m'=\frac{d}{dx}\left[A|\mathbf m'|^2+Km_3^2-K_\perp m_2^2\right].$$

Far from the wall on either side, $\mathbf m'=0$, $m_3^2=1$ and $m_2=0$. The bracket has the same value at both ends, so its derivative integrates to zero. What remains is

$$(\beta u-\alpha v)\int|\mathbf m'|^2dx=0\quad\Longrightarrow\quad v=\frac{\beta u}{\alpha}.$$

The integral is positive for any wall, so the result does not depend on its profile.

**Q:** The large torque $-u\mathbf m'$ has dropped out. That looks wrong, because it is the one which carries the wall along.

**A:** By itself it would. With $\mathbf B$, $\alpha$ and $\beta$ removed, $\dot{\mathbf m}=-u\mathbf m'$ translates any texture at speed $u$. The projection above is a balance of forces along the wire, and the adiabatic torque exerts no force in that sense. It acts on the wall's angle. The projection also assumes that a rigid solution exists, and the angle decides that.

**Q:** Then show me the angle.

**A:** Let $\phi$ be uniform through the wall, and take

$$\theta=2\arctan e^{(x-q)/\Delta},$$

where $q$ is the position and $\Delta$ the width. The domain on the left points along $+3$ and the one on the right along $-3$. Differentiating $\tan(\theta/2)=e^{(x-q)/\Delta}$ gives $\tfrac12\theta'\sec^2(\theta/2)=\tan(\theta/2)/\Delta$. Hence

$$\theta'=\frac{\sin\theta}{\Delta},\qquad \theta''=\frac{\sin\theta\cos\theta}{\Delta^2},\qquad \dot\theta=-\frac{\dot q}{\Delta}\sin\theta .$$

The last relation holds for constant $\Delta$.

Use the unit vectors $\hat{\mathbf e}_\theta,\hat{\mathbf e}_\phi$, for which $\mathbf m\times\hat{\mathbf e}_\theta=\hat{\mathbf e}_\phi$ and $\mathbf m\times\hat{\mathbf e}_\phi=-\hat{\mathbf e}_\theta$. Then $\dot{\mathbf m}=\dot\theta\,\hat{\mathbf e}_\theta+\sin\theta\,\dot\phi\,\hat{\mathbf e}_\phi$ and $\mathbf m'=\theta'\hat{\mathbf e}_\theta$. The two components of the equation of motion are

$$\dot\theta=\gamma B_\phi-\alpha\sin\theta\,\dot\phi-u\theta',$$
$$\sin\theta\,\dot\phi=-\gamma B_\theta+\alpha\dot\theta+\beta u\theta'.$$

**Q:** And the field components?

**A:** They are $B_\theta=-(1/M_s)\,\delta E/\delta\theta$ and $B_\phi=-(1/M_s\sin\theta)\,\delta E/\delta\phi$, where $E=\int\varepsilon\,dx$. Since $2\sin\phi\cos\phi=\sin2\phi$,

$$B_\phi=-\frac{K_\perp}{M_s}\sin\theta\sin2\phi,$$
$$B_\theta=\frac{2}{M_s}\left[\frac{A}{\Delta^2}-K-K_\perp\sin^2\phi\right]\sin\theta\cos\theta .$$

Insert $B_\phi$ in the first component, divide by $\sin\theta$ and change the overall sign:

$$\frac{\dot q}{\Delta}-\alpha\dot\phi=\frac{u}{\Delta}+\frac{\gamma K_\perp}{M_s}\sin2\phi. \tag{1}$$

For the second component I fix $\Delta=\sqrt{A/K}$, the width at $\phi=0$. A part of $B_\theta$ proportional to $K_\perp\sin^2\phi$ is left over. Multiply the component by $\sin\theta$ and integrate over $x$. The leftover gives

$$\int\sin^2\theta\cos\theta\,dx=\Delta\int_0^\pi\sin\theta\cos\theta\,d\theta=0,$$

and the remaining terms share the factor $\int\sin^2\theta\,dx$. Therefore

$$\dot\phi+\frac{\alpha\dot q}{\Delta}=\frac{\beta u}{\Delta}. \tag{2}$$

**Q:** So you discarded a local imbalance that tries to change the width.

**A:** Yes. Equations (1) and (2) are the one-dimensional wall model with a fixed width. The imbalance is small when $K_\perp\ll K$, and its effect on the threshold can be calculated separately.

**Q:** When do these equations have a steady solution?

**A:** Set $\dot\phi=0$. Equation (2) returns $\dot q=\beta u/\alpha$, in agreement with the force balance. Put this in (1), multiply by $\Delta$ and define $u_w=\gamma K_\perp\Delta/M_s$:

$$\left(\frac{\beta}{\alpha}-1\right)u=u_w\sin2\phi .$$

A sine cannot exceed one in magnitude, so the steady state requires

$$|u|\le u_b=u_w\frac{\alpha}{|\beta-\alpha|}.$$

This is the breakdown condition. For $\beta=\alpha$ the left side is zero, the angle stays at $\phi=0$, and this model has no breakdown.

**Q:** Each allowed value of the sine gives two angles. Which one does the wall take?

**A:** Solve (1) for $\dot q/\Delta$ and put it in (2):

$$(1+\alpha^2)\dot\phi=\frac{(\beta-\alpha)u}{\Delta}-\frac{\alpha u_w}{\Delta}\sin2\phi. \tag{3}$$

A small departure $\delta\phi$ from a steady angle obeys

$$(1+\alpha^2)\,\delta\dot\phi=-\frac{2\alpha u_w}{\Delta}\cos2\phi\;\delta\phi .$$

It decays if $\cos2\phi>0$. A wall starting at $\phi=0$ therefore tilts towards the root with $|\phi|<45^\circ$ and settles there. At breakdown the stable and unstable roots meet at $|\phi|=45^\circ$.

**Q:** Now take away the nonadiabatic torque. With $\beta=0$ your drift velocity is zero. Does the current then do nothing?

**A:** It moves the wall for a while. For $\beta=0$, equation (2) reads $\dot q=-\Delta\dot\phi/\alpha$, and integration over time gives

$$q_{\rm final}-q_{\rm start}=-\frac{\Delta}{\alpha}\left(\phi_{\rm final}-\phi_{\rm start}\right).$$

The final angle satisfies $\sin2\phi=-u/u_w$. From $\phi_{\rm start}=0$ the displacement is

$$\delta q=\frac{\Delta}{2\alpha}\arcsin\frac{u}{u_w},$$

and the wall then stands still while the current continues. This is possible for $|u|\le u_w$. Beyond that value no static angle exists, so $u_w$ is an intrinsic threshold: it is present in a wire without defects.

**Q:** The current keeps delivering angular momentum to a wall at rest. Where does it go?

**A:** Consider the component along axis 3. Moving the wall by $\delta q$ turns a length $\delta q$ of wire from $-M_s$ to $+M_s$, which changes the total moment per cross-sectional area by $2M_s\delta q$. The current supplies this moment at the rate $2M_su$. The transverse anisotropy breaks rotational symmetry about axis 3 and can exert a torque. With $\dot m_3=-\sin\theta\,\dot\theta$, its contribution is

$$-M_s\int\sin\theta\,\gamma B_\phi\,dx=\gamma K_\perp\sin2\phi\int\sin^2\theta\,dx=2M_su_w\sin2\phi,$$

because $\int\sin^2\theta\,dx=\Delta\int_0^\pi\sin\theta\,d\theta=2\Delta$. For negative $\phi$ this removes moment, at a rate of at most $2M_su_w$. A larger supply cannot be absorbed at rest.

**Q:** What current density is that?

**A:** Set $u=u_w$ and insert both definitions:

$$J_c=\frac{2eM_s}{g\mu_BP}\,\frac{g\mu_B}{\hbar}\,\frac{K_\perp\Delta}{M_s}=\frac{2eK_\perp\Delta}{\hbar P}.$$

Damping, $g$ and $M_s$ cancel at fixed $K_\perp$ and $\Delta$. If $K_\perp$ is magnetostatic in origin, it depends on $M_s$ itself, and this indirect dependence remains.

**Q:** What does the wall do when no steady angle exists?

**A:** Its angle turns continuously. Write (3) as $\dot\phi=a-b\sin2\phi$ with

$$a=\frac{(\beta-\alpha)u}{\Delta(1+\alpha^2)},\qquad b=\frac{\alpha u_w}{\Delta(1+\alpha^2)},\qquad |a|>b .$$

The pattern repeats after $\phi$ changes by $\pi$. With $\psi=2\phi$, and a shift of $\psi$ that turns the sine into a cosine, the time needed is

$$T=\frac12\int_{-\pi}^{\pi}\frac{d\psi}{|a|-b\cos\psi}.$$

Substitute $s=\tan(\psi/2)$, for which $\cos\psi=(1-s^2)/(1+s^2)$ and $d\psi=2\,ds/(1+s^2)$:

$$T=\int_{-\infty}^{\infty}\frac{ds}{(|a|-b)+(|a|+b)s^2}=\frac{\pi}{\sqrt{a^2-b^2}} .$$

The mean rate $\langle\dot\phi\rangle$ has magnitude $\pi/T$ and the sign of $a$. Take $u>0$ and use $\alpha u_w=|\beta-\alpha|u_b$:

$$\langle\dot\phi\rangle=\frac{(\beta-\alpha)\sqrt{u^2-u_b^2}}{\Delta(1+\alpha^2)} .$$

The average of (2) then gives the mean wall speed:

$$\langle v\rangle=\frac{\beta u}{\alpha}+\frac{\alpha-\beta}{\alpha(1+\alpha^2)}\sqrt{u^2-u_b^2}. \tag{4}$$

**Q:** Does the formula behave sensibly at its ends?

**A:** At $u=u_b$ it joins the steady branch. For $u\gg u_b$ the square root tends to $u$, and the two terms combine to $\langle v\rangle\to u(1+\alpha\beta)/(1+\alpha^2)$. This is close to $u$ when $\alpha$ and $\beta$ are small: the anisotropy torque nearly averages out over a turn, and the wall is carried with the spin flux. For $\beta=0$,

$$\langle v\rangle=\frac{\sqrt{u^2-u_w^2}}{1+\alpha^2},\qquad u>u_w .$$

The speed rises from zero with a vertical slope. Breakdown raises the mean speed above $\beta u/\alpha$ if $\beta<\alpha$ and lowers it if $\beta>\alpha$.

## The threshold under scrutiny

**Q:** Let me fix what we have before I attack it.

**A:** The wall has position $q$, angle $\phi$ and width $\Delta=\sqrt{A/K}$. The constants are the exchange stiffness $A$, easy-axis anisotropy $K$, transverse anisotropy $K_\perp$, magnetization $M_s$, polarization $P$, damping $\alpha$ and nonadiabatic parameter $\beta$. The current enters through $u=g\mu_BPJ/(2eM_s)$, and $\gamma=g\mu_B/\hbar$. With $u_w=\gamma K_\perp\Delta/M_s$, the fixed-width equations are

$$\dot q-\alpha\Delta\dot\phi=u+u_w\sin2\phi,\qquad \Delta\dot\phi+\alpha\dot q=\beta u .$$

Steady motion has $v=\beta u/\alpha$ up to $u_b=u_w\alpha/|\beta-\alpha|$. For $\beta=0$ the wall stops below $J_c=2eK_\perp\Delta/(\hbar P)$. Equation (4) gives the mean speed above breakdown.

**Q:** My first objection is the width. You held it fixed although the local balance was not satisfied.

**A:** In a steady state this can be repaired. The field component $B_\theta$ vanishes at every point if

$$\Delta(\phi)=\sqrt{\frac{A}{K+K_\perp\sin^2\phi}} .$$

With constant $\phi$, both components of the equation of motion are then satisfied pointwise, so this contracted wall solves the full local equation. The steady condition becomes

$$\left(\frac\beta\alpha-1\right)u=\frac{\gamma K_\perp}{M_s}\Delta(\phi)\sin2\phi .$$

The limit is the maximum of the right side. Let $\kappa=K_\perp/K$ and $s=\sin^2\phi$. Since $\sin^22\phi=4s(1-s)$, I maximize

$$F(s)=\frac{4s(1-s)}{1+\kappa s} .$$

The numerator of its derivative vanishes when

$$(1-2s)(1+\kappa s)-\kappa s(1-s)=1-2s-\kappa s^2=0 .$$

With $r=\sqrt{1+\kappa}$ the positive root is $s=(r-1)/\kappa=1/(1+r)$, because $\kappa=(r-1)(r+1)$. Then $1-s=r/(1+r)$ and $1+\kappa s=r$, so $F=4/(1+r)^2$. The fixed-width $u_w$ is multiplied by $\sqrt F=2/(1+r)$:

$$u_w^{*}=\frac{\gamma K_\perp\Delta}{M_s}\,\frac{2}{1+r}=\frac{2\gamma\sqrt A}{M_s}\left(\sqrt{K+K_\perp}-\sqrt K\right).$$

The last step uses $K_\perp=K(r-1)(r+1)$ and $K\Delta=\sqrt{AK}$.

Letting the width follow the angle gives an exact steady wall and lowers the intrinsic threshold from $u_w$ to $u_w^{*}$. It remains to interpret this result, to test whether the wire actually chooses this wall, and to see what the threshold means in a wire with realistic parameters, pinning and temperature.
